# When Falling Contact Resistance Makes Transconductance Mobility Too High

## What dimensions and signs already fix

A field-effect transistor at small drain voltage $V_D$ is a conductance, $I=G\,V_D$. Three things set $G$: the overdrive $V$ (gate voltage beyond the true channel threshold), the total source-plus-drain contact resistance $R_c(V)$, and a channel constant $k$ such that the channel alone would conduct $kV$. The slope $dG/dV$ depends in addition on $R_c'=dR_c/dV$.

The four quantities $k$, $V$, $R_c$, $R_c'$ have units A/V², V, V/A and 1/A. These contain two independent units, so two dimensionless groups can be formed. A convenient pair is

$$r=kVR_c=\frac{R_c}{R_{ch}},\qquad s=-\frac{V}{R_c}\frac{dR_c}{dV}=-\frac{d\ln R_c}{d\ln V},$$

where $R_{ch}=1/(kV)$ is the channel resistance. The first group compares contact with channel. The second is the steepness with which the gate lowers the contact resistance: $s=3$ means that $R_c$ falls locally as $V^{-3}$.

The mobility obtained from the slope, divided by the true channel mobility, is a pure number and must be a function $F(r,s)$. The chain rule says more:

$$\frac{dG}{dV}=\left(\frac{\partial G}{\partial V}\right)_{R_c}+\left(\frac{\partial G}{\partial R_c}\right)_{V}R_c' .$$

The slope is linear in $R_c'$, hence $F=A(r)+s\,B(r)$. Since more contact resistance means less conductance, $\partial G/\partial R_c<0$, and a contact resistance that falls with gate voltage ($R_c'<0$, $s>0$) makes a positive contribution. The claim that contact resistance can only lower the extracted mobility amounts to keeping $A$ and forgetting $B$.

## Conventions and the extraction

All voltages are magnitudes, so the argument serves n- and p-channel devices alike. The threshold is fixed during the sweep, so a change of gate voltage equals a change of $V$. The channel has length $L$, width $W$, insulator capacitance per area $C$ and constant mobility $\mu$.

At position $x$, where the channel potential is $\phi$, the mobile charge per area is $C(V-\phi)$. Local Ohm's law reads $I=W\mu C(V-\phi)\,d\phi/dx$. Integrating along the channel, between end potentials $\phi_1$ and $\phi_2$, gives

$$IL=W\mu C\int_{\phi_1}^{\phi_2}(V-\phi)\,d\phi
=W\mu C\left(V-\frac{\phi_1+\phi_2}{2}\right)(\phi_2-\phi_1).$$

For $V_D\ll V$ the mean potential is negligible beside $V$, and the channel conductance is

$$\frac{I}{\phi_2-\phi_1}=kV,\qquad k=\frac{\mu CW}{L}.$$

Without contacts, $G=kV$ and the transconductance is $g_m=dI/dV=kV_D$. Solving for the mobility gives the usual extraction rule, which is then applied to the whole device, contacts included:

$$\mu_{app}=\frac{L\,g_m}{WCV_D}=\frac{L}{WC}\frac{dG}{dV}.$$

## A counter-example in numbers

Take $\mu=1$ cm²/Vs, $L=20$ µm, $W=1000$ µm and a 300 nm insulator of relative permittivity 3.9, so that $C=11.51$ nF/cm². The temperature is 300 K, with $k_BT=0.02585$ eV.

Carriers enter over a barrier that the gate lowers by 0.009 eV per volt. Multiplied by width, the contact resistance is

$$R_cW=300+4\exp\!\left(\frac{0.36-0.009\,V}{0.02585}\right)\ \Omega\,\text{cm},$$

with $V$ in volts. The constant 300 Ω cm is a floor that the gate does not change. The exponential part falls by a factor $e$ every $V_0=0.02585/0.009=2.872$ V.

At $V=20$ V the barrier is $0.36-0.18=0.18$ eV and the contact resistance is 4526 Ω cm, of which 4226 Ω cm belongs to the barrier. The channel contributes $R_{ch}W=L/(\mu CV)=8688$ Ω cm. The total is 13 214 Ω cm, and the contacts take about a third of it.

Now raise the gate slightly. The channel part varies as $1/V$ and falls at the rate $8688/20=434$ Ω cm per volt. The contact part falls at the rate $4226/2.872=1471$ Ω cm per volt. Most of the improvement comes from the contact. Because $G=W/(R_{tot}W)$,

$$\frac{dG}{dV}=W\,\frac{434+1471}{(13\,214)^2}\ \ \text{(resistances in Ω cm)}.$$

The factor $L/C$ equals $8688\times20=1.738\times10^5$ in units of cm²/Vs times Ω cm times V, since $L/(\mu CV)=8688$ Ω cm with $\mu=1$ cm²/Vs. Therefore

$$\mu_{app}=1.738\times10^5\times\frac{1905}{(13\,214)^2}=1.90\ \text{cm}^2/\text{Vs}.$$

The true mobility is 1. The channel term alone would have given 0.43; the remaining 1.46 is the opening of the contact, credited to the channel. The whole sweep looks like this:

| $V$ (V) | $r$ | $s$ | $\mu_{app}$ (cm²/Vs) |
|---|---|---|---|
| 10 | 7.92 | 3.47 | 0.36 |
| 15 | 2.11 | 5.16 | 1.23 |
| 20 | 0.52 | 6.50 | 1.90 |
| 25 | 0.15 | 6.20 | 1.46 |
| 30 | 0.074 | 3.16 | 1.07 |
| 40 | 0.070 | 0.18 | 0.88 |

The curve peaks at 1.90 cm²/Vs near 19.9 V and lies above the true mobility from about 14.0 to 31.8 V. Outside this window, over the rest of the range from 10 to 40 V, it is too low. One device thus shows errors of both signs.

If the contact resistance is instead held constant at its value at the peak, 4679 Ω cm, the same extraction at the same overdrive gives 0.42 cm²/Vs. The size of the contact resistance is identical in the two cases; its slope decides the sign of the error.

## The general statement and its proof

**Statement.** In the linear regime, with constant $\mu$, $C$ and threshold, and with contacts that are ohmic at each gate voltage,

$$\boxed{\frac{\mu_{app}}{\mu}=\frac{1+s\,r}{(1+r)^2}}$$

For $r>0$ this exceeds 1 if and only if $s>2+r$.

**Proof.** Channel and contacts are in series, so $G=1/(R_{ch}+R_c)$ and

$$\frac{dG}{dV}=-\frac{R_{ch}'+R_c'}{(R_{ch}+R_c)^2}.$$

From $R_{ch}=1/(kV)$ follows $R_{ch}'=-1/(kV^2)=-R_{ch}/V$. The definition of $s$ gives $R_c'=-sR_c/V$. Both minus signs cancel the one in front:

$$\frac{dG}{dV}=\frac{R_{ch}+sR_c}{V(R_{ch}+R_c)^2}.$$

Take $R_{ch}$ out of the numerator and $R_{ch}^2$ out of the denominator, and use $1/(VR_{ch})=k$:

$$\frac{dG}{dV}=\frac{1}{VR_{ch}}\,\frac{1+sr}{(1+r)^2}=k\,\frac{1+sr}{(1+r)^2}.$$

Multiplying by $L/(WC)$ turns $k$ into $\mu$, which proves the formula. Subtracting 1 gives

$$\frac{\mu_{app}}{\mu}-1=\frac{1+sr-1-2r-r^2}{(1+r)^2}=\frac{r\,(s-2-r)}{(1+r)^2}.$$

The denominator and $r$ are positive, so the sign is that of $s-2-r$. ∎

The 2 in the condition has a simple origin. A contact reduces the current by the factor $1/(1+r)$. It also dilutes the effect of the gate on the channel, because the channel is only the fraction $1/(1+r)$ of the total resistance. For small $r$ these two losses cost $2r$ together, while the opening contact returns $sr$.

As a test that does not start from the series formula, the channel was divided into 40 resistive cells with local charge $C(V-\phi)$. The network was solved with 1 mV on the drain, and its current was differentiated numerically. At six overdrives between 6 and 39 V the result agreed with the boxed formula to within 0.2 percent of the formula's value.

## Special cases and the largest error

**Constant contact resistance.** With $s=0$ the ratio is $1/(1+r)^2$, below 1 for every $r>0$. At the example's peak voltage $r=0.536$, and $1/1.536^2=0.424$, the value found above. For this case the familiar statement is right.

**Contact resistance proportional to $1/V$.** With $s=1$ the ratio is $(1+r)/(1+r)^2=1/(1+r)$. The contact improves with the gate, yet the mobility still comes out too low. A falling contact resistance is therefore not sufficient for an overestimate.

**Contact-dominated device.** When $r\gg1$ and $sr\gg1$, the ratio tends to $s/r$, so

$$\mu_{app}\to\mu\,\frac{sR_{ch}}{R_c}=\frac{sL}{WCVR_c}.$$

The channel mobility has cancelled, provided $R_c$ does not itself depend on it; for a contact limited by diffusion through the semiconductor, $R_c\propto1/\mu$ and the mobility near the contact re-enters. The extraction then measures the contact, and the number it returns grows in proportion to the channel length if the contact is unchanged.

**Largest ratio at given steepness.** Hold $s$ fixed and vary $r$:

$$\frac{\partial}{\partial r}\frac{1+sr}{(1+r)^2}=\frac{s(1+r)-2(1+sr)}{(1+r)^3}=\frac{s-2-sr}{(1+r)^3}.$$

For $s>2$ this is positive below $r_*=(s-2)/s$ and negative above it, so $r_*$ is the maximum. There $1+sr_*=s-1$ and $1+r_*=2(s-1)/s$, which gives

$$\left(\frac{\mu_{app}}{\mu}\right)_{\max}=\frac{s^2}{4(s-1)}.$$

Contacts that follow a power law, $R_c\propto V^{-s}$, keep $s$ fixed while $V$ changes $r$. With 4000 Ω cm at 20 V and a mathematical scan from 1 to 400 V, numerical slopes give largest ratios of 1.3333 for $s=4$ and 1.8000 for $s=6$. The formula gives $16/12$ and $36/20$. For $s=2$ the largest scanned ratio is 0.9995, approaching 1 from below as $r\to0$.

In the example, $s=6.48$ at the peak allows at most 1.92, and the peak reaches 1.90. It does not sit at $r_*=0.69$ but at the smaller $r=0.54$, because $s$ is still rising with $V$ there. The gain from a larger $s$ offsets, for a short distance, the loss from moving past $r_*$.

## Why the error can look like a good measurement

Integrate the extraction rule from threshold, where the channel has infinite resistance and $G=0$:

$$\frac1V\int_0^V\mu_{app}\,dV'=\frac{L}{WC}\frac{G(V)}{V}=\frac{\mu}{1+r(V)}.$$

The average apparent mobility never exceeds the true one. Every stretch that is too high has been paid for by values that are too low at smaller overdrive. In the example the average is 0.65 of the true mobility up to the peak and 0.93 up to 40 V. Reporting the maximum of the curve selects a part that lies far above the average, here 1.90 against 0.65. The rule assumes the sharp threshold of this model; the thermally smeared onset of a real channel is left out.

The suppressed part is easily mistaken for a high threshold. The tangent to $G(V)$ reaches zero at $V_x=V-G/G'$. With $G=kV/(1+r)$ and $G'$ from the proof,

$$V_x=V-V\frac{1+r}{1+sr}=V\,\frac{(s-1)\,r}{1+sr}.$$

At the false peak this is 13.1 V above the true threshold. Someone who takes the intercept as the threshold and computes the mobility from $G/(V-V_x)$ gets the same false value, because $G/(V-V_x)=G'$ by construction of the tangent. Agreement between these two mobilities is no confirmation. With the true threshold, $G/V$ would give $\mu/(1+r)=0.65$ cm²/Vs, which is too low.

## A longer channel, and a colder one

A longer channel reduces $r$ at fixed overdrive, but it does not remove the peak quickly. For lengths of 20, 200 and 2000 µm the peak values are 1.90, 1.43 and 1.10 cm²/Vs, with the contacts and all other parameters held fixed.

The table shows why. At 2000 µm every $r$ is a hundred times smaller. At 10 V, $r=0.0792$ and $s=3.47$, so the ratio is $(1+0.275)/1.0792^2=1.095$. Lengthening the channel moves the region of appreciable $r$ to lower overdrive. There $s$, which is close to $V/V_0$ while the barrier dominates the contact, is smaller, and so is the possible error. Since the barrier resistance is exponential in $V$, a large factor in length buys only a modest shift in voltage.

Temperature acts through $V_0$, which is proportional to $T$. With the channel mobility, barrier parameters, floor and prefactor held fixed, the peak is 2.12 cm²/Vs at 280 K and 1.71 cm²/Vs at 320 K. The peak of the apparent mobility rises on cooling although the true mobility does not change. In this model, such a trend says nothing about transport in the channel.

## Where the simple formula stops

**Mobility that depends on gate voltage.** If $\mu\propto V^\gamma$, then $R_{ch}\propto V^{-(1+\gamma)}$ and $R_{ch}'=-(1+\gamma)R_{ch}/V$. The rest of the proof is unchanged, and the ratio to the local mobility becomes

$$\frac{\mu_{app}}{\mu(V)}=\frac{1+\gamma+sr}{(1+r)^2}.$$

Even perfect contacts then give $1+\gamma$. A value above the local mobility is therefore not by itself proof of a contact effect. With $\gamma=0.2$ and a local mobility of 1 cm²/Vs at the example's peak voltage, the result there is 1.98 instead of 1.90 cm²/Vs.

**Contacts that are not ohmic.** Treat the barriers as two opposed thermionic contacts with saturation current $I_0$, and write $V_t=k_BT/q$. The source barrier is reverse biased and the drain barrier forward biased:

$$I=I_0\left(1-e^{-v_s/V_t}\right)=I_0\left(e^{v_d/V_t}-1\right).$$

Solving for the two drops and adding them gives

$$v_s+v_d=V_t\ln\frac{1+I/I_0}{1-I/I_0}=2V_t\,\mathrm{artanh}\frac{I}{I_0}.$$

For $I\ll I_0$ this is a resistance $2V_t/I_0$, which is identified with the barrier part of $R_c$. For larger currents the source contact saturates. With the ohmic floor retained, the peak is 1.90 cm²/Vs at $V_D=5$ mV, 1.96 at 50 mV and 6.7 at 1 V, where it has moved to 26.5 V.

The large last value has a plain reason. A saturated source passes $I_0$, which grows by a factor $e$ every 2.872 V. If it still controlled the current when $I_0$ had reached the channel's own current $kVV_D$, the slope would be $kVV_D/V_0$ and the ratio $V/V_0$. With $I_0=2V_t/R_b$, where $R_b$ is the barrier part of $R_c$, the two currents are equal near 27.3 V, which gives $27.3/2.872=9.5$. The handover to the channel is gradual, and the calculated peak stays below this estimate. The sharp saturation is an idealization. With a mobility of 1 cm²/Vs and a barrier of 0.18 eV spread over roughly 11 nm (estimated in the last section), the field at the contact is about $3\times10^5$ V/cm and carriers drift at about $3\times10^5$ cm/s, some seven times slower than the thermionic emission velocity of $2\times10^6$ cm/s for a mass of 1.5 electron masses. Crossing is then limited largely by diffusion, and the reverse current keeps growing with the field at the barrier. The value 6.7 therefore belongs to the thermionic model; the peak for a diffusion-limited contact was not calculated.

**Saturation regime.** The formula does not apply to mobilities taken from the square root of the saturated current, which needs its own analysis.

## Separating the channel from the contacts

Voltage probes inside the channel give the drop between them without the contacts. At small drain voltage the conductance formed with that drop, scaled from the probe spacing to the length $L$, is $kV$, and its derivative contains no $R_c$. For the thermionic contacts at $V_D=50$ mV and the overdrive of the false peak, this procedure returns 1.00 cm²/Vs.

The alternative is a set of devices with equal contacts and different lengths. The total resistance obeys

$$R_{tot}W=\frac{L}{\mu CV}+R_cW,$$

so its slope against $L$ at fixed $V$ is $1/(\mu CV)$. The inverse slope is the sheet conductance $\mu CV$, and its derivative divided by $C$ is $\mu$. Lengths of 10, 20, 40 and 80 µm give 1.00 cm²/Vs at $V_D=5$ mV but 0.90 at 50 mV. The intercept must be the same for all lengths, and non-ohmic contacts break this: in a shorter device they carry more current and have a different resistance. The drain voltage should be lowered until the result stops changing. Devices with different thresholds must be compared at equal overdrive, not equal gate voltage.

## The model beside real devices

The parameters lie in the rough range of bottom-gate organic thin-film transistors on a thick oxide, where mobilities near 1 cm²/Vs and contact resistances from hundreds to many thousands of Ω cm occur. The value of $1.4\times10^5$ Ω cm at 10 V is on the poor side. The single exponential is a model choice, not a measured law, and so is its steepness. Image-force lowering $\Delta\phi$ alone grows only as about $V^{1/4}$; for a 30 nm film it gives roughly 0.002 eV per volt near 20 V and, for a diffusion-limited contact, $s\approx\tfrac12+\Delta\phi/(4k_BT)\approx2$, well below the 6.5 of the example. Whether a real contact satisfies $s>2+r$ has to be found from its measured $R_c(V)$.

One assumption that is easily broken in use is the small drain voltage. At the peak with $V_D=50$ mV, the ohmic formula puts 17 mV across the two contacts together, less than $V_t$, and the peak shifts by about 4 percent. At 1 V it is more than three times the ohmic value.

Some other neglected effects can be estimated; most are small for these numbers, but tunnelling at the contact is not. At 40 V overdrive the channel charge produces an insulator field of 1.33 MV/cm, against a rough breakdown field of 10 MV/cm for good oxide. The tunnelling exponent through a 3 eV insulator barrier is about 170, so that tunnelling through an ideal oxide is negligible; leakage through defects is not covered by this estimate. At the contact, the barrier at the peak is $7.0\,k_BT$. For an assumed film of thickness $t=30$ nm and relative permittivity 3, the gate screening length is $\lambda=\sqrt{\varepsilon t/C}=83$ nm; a triangular barrier that long would have a tunnelling exponent of about 300. The barrier in an accumulated channel is much shorter. Where the carriers are depleted, the potential curves as $V/\lambda^2$, so a barrier $\phi_b=0.18$ V extends over about $\lambda\sqrt{2\phi_b/V}\approx11$ nm. The exponent at its base is then about 30 to 40, so tunnelling there stays negligible, but it falls to 1 within about $k_BT$ of the top. Thermally assisted tunnelling can thus be comparable to emission over the barrier, and the exponential in $R_c$ is best read as an effective description. At 40 V the carrier density is 0.18 of the two-dimensional density of states times $k_BT$, for an ideal band with a mass of 1.5 electron masses; traps and disorder are left out. In this estimate the carriers are only weakly degenerate, and the shift of the Fermi level with carrier density changes the gate capacitance by less than 0.1 percent at this voltage; the relative change is close to $k_BT/(qV)$ and depends little on the density of states. The correction grows at lower overdrive but is still only between 0.1 and 0.2 percent at the false peak.

The numerical output lists most of these values with their inputs.

## Computed values

```
inputs: mu 1.0 cm2/Vs, L 20 um, W 1000 um, T 300 K
insulator: 300 nm, eps_r 3.9, C = 11.51 nF/cm2
contact: floor 300 ohm cm, prefactor 4 ohm cm
barrier 0.36 eV, lowering 0.009 eV/V, kT = 0.02585 eV
e-fold voltage of barrier resistance = 2.872 V
V (V) | RchW (ohm cm) | RcW (ohm cm) | r | s | mu_app (cm2/Vs)
10 | 17376 | 137660 | 7.923 | 3.474 | 0.358
15 | 11584 | 24393 | 2.106 | 5.158 | 1.230
20 | 8688 | 4526 | 0.521 | 6.501 | 1.896
25 | 6950 | 1041 | 0.150 | 6.196 | 1.458
30 | 5792 | 430 | 0.074 | 3.158 | 1.070
40 | 4344 | 304 | 0.070 | 0.183 | 0.885
false peak: V = 19.90 V, mu_app = 1.897 cm2/Vs
at peak: RchW = 8732, RcW = 4679 ohm cm
at peak: r = 0.536, s = 6.483, bound on ratio = 1.916
mu_app > mu from V = 13.95 V to 31.83 V
same RcW held constant: mu_app = 0.424 cm2/Vs
tangent threshold shift at peak = 13.07 V
mean mu_app/mu, threshold to peak = 0.651
mean mu_app/mu, threshold to 40 V = 0.935
power-law contact s = 1: largest scanned ratio = 0.6847
power-law contact s = 2: largest scanned ratio = 0.9995
power-law contact s = 4: largest scanned ratio = 1.3333
power-law contact s = 6: largest scanned ratio = 1.8000
peak mu_app for L = 20 um: 1.897 cm2/Vs
peak mu_app for L = 200 um: 1.434 cm2/Vs
peak mu_app for L = 2000 um: 1.096 cm2/Vs
peak mu_app at 280 K (mu held fixed): 2.122 cm2/Vs
peak mu_app at 320 K (mu held fixed): 1.705 cm2/Vs
mu ~ V^0.2: mu_app at same V = 1.981 cm2/Vs
thermionic contacts, V_D = 0.005 V: peak 1.897 cm2/Vs at 19.89 V
thermionic contacts, V_D = 0.05 V: peak 1.964 cm2/Vs at 19.63 V
thermionic contacts, V_D = 1.0 V: peak 6.745 cm2/Vs at 26.45 V
ohmic estimate, total contact drop at peak, V_D 0.05 V: 17.4 mV
length series at peak V, V_D 0.005 V: 0.9991 cm2/Vs
length series at peak V, V_D 0.05 V: 0.8974 cm2/Vs
inner probes at peak V, V_D 0.05 V: 1.0005 cm2/Vs
largest insulator field = 1.33 MV/cm
insulator tunnelling exponent (3 eV, 0.4 m_e) = 168
contact barrier at peak = 0.181 eV = 7.0 kT
barrier length (30 nm film, eps_r 3) = 83 nm
contact tunnelling exponent (1.5 m_e) = 296
largest sheet density = 2.87e+12 cm^-2
density / (2D state density x kT) = 0.177
insulator / quantum capacitance = 7.1e-04
```
